Callaway conductivity of a single-velocity Debye solid with constant scattering rates

**Problem**

An isotropic solid has three acoustic branches, all with the dispersion ω = vq and the same speed v. Each branch holds n modes per volume, one per primitive cell, and ends at a Debye cutoff. Phonons collide in two ways. Normal processes conserve the total crystal momentum and relax the phonons at the rate 1/τ_N towards a drifting Planck distribution. Resistive processes relax them at the rate 1/τ_R towards the Planck distribution at rest. Both rates are independent of frequency, and τ_R is finite.

(a) Find the thermal conductivity κ in a small, steady, uniform temperature gradient, and determine how it depends on τ_N.

(b) Determine which of the assumptions the answer to (a) needs.

(c) Evaluate κ for a silicon-like nanowire of diameter d = 50 nm at T = 100 K. Use the rough round values v = 6400 m/s, n = 2.5×10²⁸ m⁻³ and 1/τ_N = 10¹⁰ s⁻¹. The walls scatter diffusely and supply the resistive rate 1/τ_R = v/d.

Below, k is Boltzmann's constant, C is the heat capacity per volume of the modes described, and T′ = dT/dx is the gradient.

**First estimate by scaling**

A conductivity has the dimensions of heat capacity per volume times speed squared times a time. The first two factors are C and v². The time has two candidates: τ_R, or the shorter time τ_C between collisions of any kind,

1/τ_C = 1/τ_N + 1/τ_R.

Momentum decides between them. With ω = vq, a phonon of energy ħω moving in a given direction carries the momentum ħω/v. A heat current is therefore also a momentum density, and a process that conserves total momentum cannot make it decay. The current lives for a time τ_R, so

κ ~ C v² τ_R.

For C, suppose that T is far below the Debye temperature Θ, so that the cutoff can be moved to infinity. The Debye heat capacity, derived below, then becomes

C ≈ 9nk (T/Θ)³ · 4π⁴/15.

The cutoff wavevector is q_D = (6π²n)^(1/3) = 11.40 nm⁻¹, and Θ = ħvq_D/k = 557 K. Hence T/Θ = 0.18, 9nk(T/Θ)³ = 0.0180 MJ/(m³ K), and C ≈ 0.0180 × 26.0 = 0.47 MJ/(m³ K). With τ_R = d/v = 7.81 ps, v²τ_R = vd = 3.2×10⁻⁴ m²/s, and

κ ~ 0.47×10⁶ × 3.2×10⁻⁴ ≈ 150 W/(m K).

The argument leaves the numerical factor open, and it does not show whether some weaker dependence on τ_N survives.

**Exact solution: the kinetic equation**

Let f be the occupation of a mode whose wavevector makes an angle with the x axis of cosine μ. The two reference distributions are

n₀(ω) = 1/[exp(ħω/kT) − 1],  n_u = n₀(ω − quμ),

where u is the drift speed along x. In the steady state,

vμ ∂f/∂x = −(f − n₀)/τ_R − (f − n_u)/τ_N.

To first order in T′, f on the left may be replaced by the local n₀, which gives vμT′ ∂n₀/∂T. Write g = f − n₀ and h = n_u − n₀. Since f − n_u = g − h,

vμT′ ∂n₀/∂T = −g/τ_C + h/τ_N.  (1)

Expanding the drifting distribution to first order in u gives h = −quμ ∂n₀/∂ω. Because n₀ depends on ω and T through ω/T alone, ∂n₀/∂ω = −(T/ω) ∂n₀/∂T. With q/ω = 1/v,

h = μu (T/v) ∂n₀/∂T.  (2)

The drift has the same dependence on frequency and angle as the driving term in (1). It is convenient to replace u by a time b, defined by

u = −b v²T′/T,  so that  h = −b vμT′ ∂n₀/∂T.

Solving (1) for g then gives

g = −vμT′ (∂n₀/∂T) τ_C (1 + b/τ_N).  (3)

Both g and h are odd in μ. Their energy sums over all directions vanish, so energy conservation is satisfied without a first-order change of the local temperature.

**Fixing the drift**

Normal processes must not change the total momentum along x:

Σ ħqμ (h − g)/τ_N = 0,

with the sum over all modes per volume. Each term contains qμ · vμ = ωμ². The average of μ² over directions is 1/3, a common factor that drops out. What remains is weighted by ħω ∂n₀/∂T, the heat capacity of a mode. Let c(ω) be the heat capacity per volume and per frequency interval, and define the average

⟨X⟩ = (1/C) ∫ c(ω) X(ω) dω,  C = ∫ c(ω) dω.

The condition becomes

⟨[b − τ_C − bτ_C/τ_N]/τ_N⟩ = 0.

From the definition of τ_C, 1 − τ_C/τ_N = τ_C/τ_R. Therefore

b = ⟨τ_C/τ_N⟩ / ⟨τ_C/(τ_Nτ_R)⟩.  (4)

The heat flux is J = Σ ħω vμ g. Inserting (3) and averaging μ² gives J = −(Cv²/3) T′ ⟨τ_C(1 + b/τ_N)⟩. Since κ = −J/T′, equation (4) leads to Callaway's form, κ = κ₁ + κ₂, with

κ₁ = (Cv²/3) ⟨τ_C⟩,
κ₂ = (Cv²/3) ⟨τ_C/τ_N⟩² / ⟨τ_C/(τ_Nτ_R)⟩.  (5)

Up to this point the rates may depend on frequency.

**Constant rates**

For constant rates the averages are trivial, and (4) gives b = τ_R. The two terms are

κ₁ = Cv²τ_C/3,  κ₂ = (Cv²τ_C/3)(τ_R/τ_N).

Their sum contains

τ_C (1 + τ_R/τ_N) = τ_C τ_R (1/τ_R + 1/τ_N) = τ_R,

and so

κ = C v² τ_R/3.  (6)

The normal rate cancels completely from κ, though not from κ₁ and κ₂ separately. If 1/τ_N is set to zero, κ₂ in (5) reads 0/0 and must be taken as a limit. That limit is zero, and κ₁ alone gives (6). If instead τ_R → ∞ at fixed τ_N, κ diverges: normal collisions alone do not limit the heat current in this model.

**The heat capacity**

A branch with ω = vq has ω²/(2π²v³) modes per volume and frequency interval. Integrating up to the cutoff ω_D must give n, so ω_D³ = 6π²nv³. The density of the three branches together is then 9nω²/ω_D³. With x = ħω/kT, one mode contributes

ħω ∂n₀/∂T = k x²eˣ/(eˣ − 1)².

Multiplying by the density and changing the variable from ω to x gives

C = 9nk (T/Θ)³ I,  I = ∫₀^(Θ/T) x⁴eˣ/(eˣ − 1)² dx.  (7)

If the upper limit goes to infinity, integration by parts turns I into 4∫x³/(eˣ − 1) dx = 4π⁴/15, the value used in the estimate.

**Why the normal rate drops out**

With b = τ_R, equation (3) gives g = h. The phonons are themselves in a drifting Planck distribution, with

u = −τ_R v²T′/T,

and normal processes have nothing left to relax. The purely resistive solution already has this shape, so switching on normal collisions does not alter it.

The same result follows from a momentum balance that does not use the form of the normal collision term. Multiply the kinetic equation by ħqμ and sum over modes. The left side becomes CT′/3. The normal term gives zero, because it conserves momentum. The resistive term gives −P/τ_R, where P = Σ ħqμg is the momentum density. Hence P = −Cτ_RT′/3. Since q = ω/v, the flux is J = v²P, and (6) follows.

**What the cancellation requires**

A constant normal rate is not needed. If τ_R is constant, it can be taken out of the denominator in (4), and b = τ_R for any positive function τ_N(ω). The identity τ_C(1 + τ_R/τ_N) = τ_R then holds at each frequency, and (6) is unchanged.

A constant resistive rate is needed in general. Let τ_R depend on ω. For weak normal scattering τ_C → τ_R and κ₂ → 0, so

κ → (Cv²/3) ⟨τ_R⟩.

For strong normal scattering τ_C → τ_N, so κ₁ → 0, while the ratio in κ₂ tends to 1/⟨1/τ_R⟩:

κ → (Cv²/3) / ⟨1/τ_R⟩.

By the Cauchy–Schwarz inequality ⟨τ_R⟩⟨1/τ_R⟩ ≥ 1, so the strong limit cannot exceed the weak one. In the weak limit each frequency carries heat independently, and long-lived phonons contribute most in proportion to their heat capacity. In the strong limit all phonons share one drift, which the strongly scattered ones slow down. For the resistive rate (v/d)[1 + 4(ω/ω_D)²], with the other example values kept, the limits are 14.2 and 12.1 W/(m K), a drop of 15% relative to the weak limit.

The single speed matters too. For general isotropic branches with group speed v_g, the resistive solution is proportional to τ_R v_g μ ∂n₀/∂T, and the drift to μ(q/ω) ∂n₀/∂T. They have the same shape if τ_R v_g ω/q is the same for all modes. With constant τ_R, v_g ω/q must be the same for all modes, so ω² must be linear in q² with one common slope. An acoustic branch starts at ω = 0 and can satisfy this only if ω = vq. Unequal branch speeds and curved acoustic dispersion therefore both break the cancellation. At the constant resistive rate of the example:

• Branch speeds of 8500, 5800 and 5800 m/s give 32.8 W/(m K) for weak and 30.0 W/(m K) for strong normal scattering.
• The dispersion ω = (2vq_D/π) sin(πq/2q_D), with the same sound speed v, gives 13.1 and 7.6 W/(m K).

**The nanowire**

The wall rate v/d has a geometric basis. Without bulk scattering, a phonon that left a diffuse wall a distance L ago has g = −(L/v) vμT′ ∂n₀/∂T. Comparison with (3) and (6) shows that the effective path is 3⟨μ²L⟩, now averaged over position and direction. For a flight at angle θ to the axis, L = s/sin θ, where s is the distance projected on the cross-section. The angular average of cos²θ/sin θ is ∫₀^(π/2) cos²θ dθ = π/4. For s, fix a direction in a disc of radius R. A chord at offset y has length 2√(R² − y²), and the distance to its end, integrated along it, is half the length squared. Hence

⟨s⟩ = (1/πR²) ∫ 2(R² − y²) dy = 8R/(3π) = 4d/(3π),

with y running from −R to R. The effective path is 3 × (π/4) × 4d/(3π) = d, as assumed.

The resistive rate is 6400/(50×10⁻⁹) = 1.28×10¹¹ s⁻¹. The Debye integral up to Θ/T = 5.57 is I = 17.64, so (7) gives C = 0.0180 × 17.64 = 0.317 MJ/(m³ K). Then

κ = 0.317×10⁶ × 3.2×10⁻⁴ / 3 = 33.8 W/(m K) = 0.338 W/(cm K).

At the example's normal rate, τ_C = 1/(1.38×10¹¹ s⁻¹) = 7.25 ps. The first term is κ₁ = 33.8 × 7.25/7.81 = 31.3 W/(m K). The second is κ₂ = 31.3 × 10¹⁰/(1.28×10¹¹) = 2.4 W/(m K). Dropping κ₂ would lower the result by 7.2%.

Varying the normal rate with everything else fixed moves weight from one term to the other:

1/τ_N = 10⁹ s⁻¹: κ₁ = 33.5, κ₂ = 0.3 W/(m K)
1/τ_N = 10¹¹ s⁻¹: κ₁ = 19.0, κ₂ = 14.8 W/(m K)
1/τ_N = 10¹³ s⁻¹: κ₁ = 0.4, κ₂ = 33.4 W/(m K)

The sum stays at 33.8 W/(m K). A direct numerical solution of the kinetic equation on a grid of wavevectors and angles, with the drift as an extra unknown, gives the same value at each of these rates. It also does so for a normal rate of 10¹² s⁻¹ × (ω/ω_D)², and for one that jumps from 10⁹ to 10¹² s⁻¹ at ω_D/2.

For a gradient of magnitude 1 K/µm, the drift speed is 3.2 m/s towards the cold end, or 5×10⁻⁴ of v. The drift changes the exponent ħω/kT by at most 5.57 × 5×10⁻⁴ ≈ 0.003, so the first-order expansion is adequate.

**Comparison of estimate and solution**

The scaling estimate chose the right time, τ_R, but its value of 150 W/(m K) is too large by a factor of 4.4. Two causes account for this. The average of μ² supplies a factor 1/3. The infinite cutoff replaced I = 17.64 by 26.0, which overstates C by a factor of 1.47. Their product is 3 × 1.47 = 4.4. A temperature of 0.18 Θ is thus not low enough for the cubic law, because the weight x⁴eˣ/(eˣ − 1)² still has a substantial part beyond x = 5.57.

The example alone would hardly distinguish the two candidate times, since τ_C and τ_R differ by 7%. At 1/τ_N = 10¹³ s⁻¹ the choice of τ_C would give 0.4 instead of 33.8 W/(m K). That end of the scan tests the algebra and does not describe a wire. The normal path v τ_N would be 0.64 nm, far below d, and the phonons would flow along the wire like a viscous fluid, with their momentum diffusing to the wall, which the uniform wall rate v/d cannot represent.

**The model beside a real silicon wire**

Silicon wires of this thickness exist, and their measured conductivity near 100 K is a few tens of W/(m K) or less, depending on thickness and surface. The similar magnitude does not validate the model. The measured heat capacity of silicon at 100 K is roughly 0.6 MJ/(m³ K), about twice the model's C, since real transverse branches flatten at frequencies well below the Debye cutoff. Such modes store heat but move slowly. Linear dispersion is therefore a poor assumption here: the sine dispersion above, with the wall rate v_g/d, lowers κ by 36%.

Other neglected effects, estimated one at a time with rough parameters, change κ relative to 33.8 W/(m K) as follows:

• Umklapp scattering, rate Bω²T exp(−T_U/T) with B = 2×10⁻¹⁹ s/K and T_U = 140 K: −8%.
• Isotopic mass disorder, rate Aω⁴ with A = 1.2×10⁻⁴⁵ s³: −6%.
• Two sound speeds, each with its own wall rate: −4%.
• Optical modes at 60 meV moving at 1000 m/s: +2%.
• Partly specular walls with 0.5 nm roughness, if every phonon has the specularity of normal incidence: +1%.

These changes need not add. The figure for the walls can be far too low. Phonons that graze a wall are reflected more specularly than those that meet it head-on, and they carry much of the heat along the wire. With this angle dependence, the same roughness can raise κ by tens of percent or more, depending on how far the grazing phonons travel before a bulk collision stops them. The conductivity of a real wire therefore depends strongly on its surface.

Several of the effects spoil the exact cancellation, but with the uniform rates used for these estimates the part of κ due to the normal rate stays small at 1/τ_N = 10¹⁰ s⁻¹. Among the five scattering and dispersion cases it is largest for the partly specular walls, at −0.5%.

Those figures still treat the wall as a uniform rate, which understates the losses to bulk scattering. If the flights are followed across a wire with diffuse walls, Umklapp scattering lowers κ by about 11% and mass disorder by about 9%. In a real wire a normal collision redistributes phonons at a particular distance from the wall. The normal path is 640 nm, or 12.8 d. Treating every normal event as resistive, and following the flights across the wire, lowers κ by 11%. This is an upper estimate of the loss, because normal events return their momentum to the flow. Solving the kinetic equation across the wire, with a drift that varies with the distance from the axis and conserves momentum locally, gives a loss of about 4% at 1/τ_N = 10¹⁰ s⁻¹. The loss is about 5% at 3×10¹⁰ s⁻¹ and 2% at 10¹¹ s⁻¹, and then turns into a gain: at 10¹² s⁻¹ κ is about twice the value of (6). The cancellation in (6) is a property of the uniform model. In this wire, with diffuse walls and constant rates, it holds to about 5% for normal rates up to 10¹¹ s⁻¹ and fails once the normal path is well below d.

Numbers as computed

```
temperature 100 K, diameter 50 nm
speed 6400 m/s, cell density 2.50e+28 m^-3
Debye wavevector 11.397 nm^-1, Debye temp 557.1 K
Debye integral 17.6393
heat capacity C 0.3168 MJ/(m^3 K)
resistive rate 1.280e+11 s^-1, tau_R 7.8125 ps
kappa = C v^2 tau_R/3: 33.796 W/(m K)
same in other unit: 0.3380 W/(cm K)
normal rate (s^-1): kappa1, kappa2, sum, kinetic solver, W/(m K)
  1e+09: 33.534, 0.262, 33.796, 33.796
  1e+10: 31.347, 2.449, 33.796, 33.796
  1e+11: 18.973, 14.823, 33.796, 33.796
  1e+12: 3.835, 29.961, 33.796, 33.796
  1e+13: 0.427, 33.369, 33.796, 33.796
example normal rate 1.0e+10 s^-1, tau_C 7.2464 ps
error if kappa2 is dropped: -7.25 %
kappa with frequency-dependent normal rate 33.796 W/(m K)
kappa with frequency-dependent normal rate 33.796 W/(m K)
drift speed at 1 K/um: 3.200 m/s, u/v 5.00e-04
resistive rate (v/d)[1+4(omega/omega_D)^2]:
  weak-normal limit 14.237, strong 12.088 W/(m K)
speeds 8500/5800/5800 m/s, constant rates:
  weak-normal limit 32.822, strong 30.017 W/(m K)
sine dispersion, constant rates:
  weak-normal limit 13.091, strong 7.608 W/(m K)
Umklapp: B 2e-19 s/K, T_U 140 K
mass variance 2e-04, A 1.21e-45 s^3
wall roughness 0.5 nm
effect: change of kappa; part due to the normal rate
  Umklapp scattering: -8.22 %; -0.016 %
  mass-disorder scattering: -6.45 %; -0.028 %
  partly specular walls: +0.97 %; -0.537 %
  two sound speeds, rate v/d: -4.24 %; -0.128 %
  sine dispersion, rate v/d: -35.53 %; -0.191 %
optical modes (60 meV, 1000 m/s): +2.35 %
wall-limited path/diameter 1.0000
normal path 640 nm, over d 12.8
profile effect, upper estimate of loss: -10.65 %
grid shift, 20 to 40 points: 7.8e-14 W/(m K)
```
